# How energy errors affect compound stability verdicts on the convex hull, part 3

A compound $c$ is stable when $\Delta=E_c-H$ is negative, with $H$ the lowest energy of a mixture of competitors of the same composition. We seek the risk of a wrong verdict from computed energies with errors $\varepsilon$ (mean $m$, covariance $\Sigma$). Energies are in meV/atom; $x_a$ are atomic fractions. Facet $k$ is a fixed mixture with positive weights $w_i^{(k)}$ (fractions of atoms, sum one) and energy $H_k$. With $\Delta_k=E_c-H_k$ and $v_k=(1,-w^{(k)})$,
$$\hat\Delta=\max_kY_k,\qquad Y_k=\Delta_k+v_k\cdot\varepsilon .$$
Here $\Delta_1=\Delta$ is the largest, $g_k=\Delta_1-\Delta_k$, $\sigma_k^2=v_k^T\Sigma v_k$, $\theta_k^2=(v_k-v_1)^T\Sigma(v_k-v_1)$, $r=v_1^T\Sigma v_2/(\sigma_1\sigma_2)$, $h_k=-\Delta_k/\sigma_k$, $g=g_2$, $\theta=\theta_2$, $\alpha=g/\theta$. On one facet, $\delta=v\cdot\varepsilon$ has variance $\sigma_\Delta^2$.

With $\varphi$, $\Phi$ the standard normal density and distribution, zero-mean Gaussian errors give for $P_s=P(\hat\Delta<0)$
$$1-\sum_k\Phi(-h_k)\ \le\ P_s\ \le\ \min_k\Phi(h_k)\ \le\ \Phi(h_1),$$
and for two facets
$$P_s^{(2)}=\int_{-\infty}^{h_1}\varphi(z)\,\Phi\!\left(\frac{h_2-rz}{\sqrt{1-r^2}}\right)dz .$$
The one-facet risk $\Phi(-|\Delta|/\sigma_\Delta)$ is a lower bound for stable compounds and an upper bound for unstable ones. With $D=Y_2-Y_1$ and $D_+=\max(D,0)$, switching facets gives the bias $b=\langle D_+\rangle\le\theta\varphi(\alpha)/\alpha^2$.

In the model, ABC lies at $-350$ (stable) or $-310$ (unstable). Errors are elemental shifts (standard deviation $s=100$), which cancel if all phases are computed alike, plus independent residuals ($\sigma=20$), so $\sigma_k^2=\sigma^2(1+\sum_i (w_i^{(k)})^2)$. Then $g=12$, $\theta=12.365$, $r=0.8709$, $b=1.09$, $\Phi(-\alpha)=0.166$, $2\operatorname{Cov}(Y_1,D_+)=-12.4$, $\operatorname{Var}D_+=11.1$; Clark's formula gives $\hat\Delta$ the width 23.296. Facets 3–7 change $P_s$ by at most $1.2\times10^{-16}$. Making only ABC exact gives $\sigma_1=58.97$. Treating formation-energy errors as independent gives 27.46 instead of 23.32.

|$k$|mixture|$H_k$|$\sigma_k$|
|---|---|---|---|
|1|⅖ A₂C + ⅖ BC + ⅕ AB₂|−332.0|23.32|
|2|⅓ A + ⅔ BC|−320.0|24.94|
|3|⅙ B + ½ A₂C + ⅓ BC|−285.0|23.57|
|4|¼ C + ¼ A₂C + ½ AB₂|−162.5|23.45|
|5|⅓ B + ⅙ C + ½ A₂C|−125.0|23.57|
|6|⅙ A + ⅓ C + ½ AB₂|−100.0|23.57|
|7|⅓ A + ⅓ B + ⅓ C|0.0|23.09|

### Numbers

For the stable case, $h_1=18/23.324=0.7717$ and $h_2=30/24.94=1.2027$. The one-facet risk is $\Phi(-0.7717)=0.220$. Adaptive quadrature of the integral with $r=0.8709$ gives $1-P_s=0.234$. The bounds are 0.220 and, from the sum of $\Phi(-h_k)$ over the seven facets, 0.338. The upper bound is loose because it counts twice the event that $Y_1$ and $Y_2$ are both positive, and with $r=0.87$ they tend to be positive together.

For the unstable case, $h_1=-22/23.324=-0.9432$ and $h_2=-10/24.94=-0.4009$. The one-facet risk is $\Phi(-0.9432)=0.173$ and the quadrature gives $P_s=0.161$. The upper bound is 0.173. The lower bound is negative, since $\Phi(-h_1)$ and $\Phi(-h_2)$ both exceed one half, and carries no information.

The size of these corrections can be tied to the bias. The difference between the two values of $P_s$ is the probability that $Y_1<0$ and $Y_2=Y_1+D>0$. With $p_1$ the density of $Y_1$,
$$\Phi(h_1)-P_s^{(2)}=\int_0^\infty p_1(-y)\,P(D>y\mid Y_1=-y)\,dy .$$
If $D$ were independent of $Y_1$ and $p_1$ varied little over the range of $y$ where $P(D>y)$ is appreciable, this would be $p_1(0)\int_0^\infty P(D>y)\,dy=p_1(0)\,b$, which is the change produced by shifting the distribution of $Y_1$ upward by $b$. In the model the covariance of $Y_1$ and $D$ is $\sigma^2(\tfrac{19}{15}-\tfrac{34}{25})=-\tfrac7{75}\sigma^2$, a correlation of $-0.13$, and $\theta$ is about half of $\sigma_1$, so neither condition holds closely. At the next order the two neglected effects add to $P_s$ the amount $\tfrac12p_1'(0)\,[2\operatorname{Cov}(Y_1,D_+)+\langle D_+^2\rangle]$, with $p_1'(0)=\Delta_1p_1(0)/\sigma_1^2$: the first term is the linear drift of $\langle D_+\mid Y_1\rangle$ with $Y_1$, the second the slope of $p_1$. With the values of section 6, each is about a fifth of $p_1(0)\,b$ in size, and they have opposite signs and nearly cancel in this model. A Gaussian with the Clark mean and width gives $\Phi(-(18-1.089)/23.296)$ and $\Phi(-(22+1.089)/23.296)$, which round to 0.234 and 0.161. The argument accounts for the sign and the size of the corrections. It does not guarantee three-figure agreement, since the maximum of two Gaussians is not Gaussian.

For the exact compound of section 1, the same integral is used with the row and column of $c$ in $\Sigma$ set to zero. The standard deviations $\sigma_1,\sigma_2$ and $r$ are recomputed from that matrix, while $g$, $\theta$ and the bound on the neglected facets stay as they were, because they do not involve $c$. The quadrature gives 0.387, the margin of 18 now being less than a third of $\sigma_1=58.97$.

## 8. A population of candidates

So far the true $\Delta$ was given. In a screening of many candidates the true values are spread with a density $p(\Delta)$ and distribution function $F$. This section stays in the one-facet regime, $\hat\Delta=\Delta+\delta$, and assumes that $\delta$ is independent of $\Delta$ and has the same distribution for all candidates.

For a given $\delta$ the signs of $\Delta$ and $\Delta+\delta$ differ when $\Delta$ lies between $0$ and $-\delta$. The fraction of wrong verdicts in the whole population is therefore
$$R=\big\langle\,|F(-\delta)-F(0)|\,\big\rangle_\delta .$$
Since $F$ does not decrease, the absolute value equals $-\operatorname{sgn}(\delta)\,[F(-\delta)-F(0)]$. For $p$ smooth at zero, $F(-\delta)-F(0)=-p(0)\delta+\tfrac12p'(0)\delta^2-\tfrac16p''(0)\delta^3+\dots$, and so
$$R=p(0)\langle|\delta|\rangle-\tfrac12p'(0)\langle\delta|\delta|\rangle+\tfrac16p''(0)\langle|\delta|^3\rangle-\dots$$
To leading order in the ratio of the error scale to the width of $p$, the rate is the density of candidates at the hull times the mean absolute error of $\Delta$, for any error distribution with finite $\langle|\delta|\rangle$, biased or not, provided $p(0)>0$. For errors symmetric about zero with finite $\langle|\delta|^3\rangle$ the second term vanishes and the relative correction is at most of second order in that ratio; it is of first order when both $p'(0)$ and $\langle\delta|\delta|\rangle$ are nonzero, the latter being the generic case for biased or skewed errors.

For $p=N(0,\tau^2)$ and $\delta=N(0,\sigma_\Delta^2)$ the rate is found exactly. Put $\Delta=\tau u$, $\delta=\sigma_\Delta t$; the density of $(u,t)$ depends only on $u^2+t^2$, so the polar angle is uniform. The signs of $u$ and of $\tau u+\sigma_\Delta t$ change on two lines through the origin with normals $(1,0)$ and $(\tau,\sigma_\Delta)$, which enclose the angle $\psi=\arctan(\sigma_\Delta/\tau)$. The signs differ in two opposite wedges of angle $\psi$ each, so
$$R=\frac{2\psi}{2\pi}=\frac1\pi\arctan\frac{\sigma_\Delta}{\tau}.$$

Limits. For $\sigma_\Delta\gg\tau$, $R\to\tfrac12$. For $\sigma_\Delta\ll\tau$, $R=\frac{\sigma_\Delta}{\pi\tau}\big(1-\frac{\sigma_\Delta^2}{3\tau^2}+\dots\big)$. The general expansion must give the same. The Gaussian moments are $\langle|\delta|\rangle=2\sigma_\Delta\int_0^\infty z\varphi\,dz=\sigma_\Delta\sqrt{2/\pi}$ and, by parts, $\langle|\delta|^3\rangle=2\sigma_\Delta^3\cdot2\int_0^\infty z\varphi\,dz=2\sigma_\Delta^3\sqrt{2/\pi}$. With $p(0)=1/(\tau\sqrt{2\pi})$ the leading term is $\sigma_\Delta/(\pi\tau)$, and with $p''(0)/p(0)=-1/\tau^2$ the relative correction is $\tfrac16(-1/\tau^2)\,2\sigma_\Delta^2=-\sigma_\Delta^2/(3\tau^2)$. Both terms agree.

Take $\sigma_\Delta=23.32$, so $\langle|\delta|\rangle=18.61$, and $\tau=100$. For a centred population $p(0)=0.003989$ atom/meV, the leading term is $0.003989\times18.61=0.0742$, and the exact rate is $\arctan(0.2332)/\pi=0.0729$. For a population centred at $\mu=50$, $p(0)=\varphi(0.5)/100=0.003521$ atom/meV, the leading term is 0.0655, and adaptive quadrature of $\int p(\Delta)\,\Phi(-|\Delta|/\sigma_\Delta)\,d\Delta$ gives 0.0646.

For a heavier tail, let $\delta$ have the Laplace density $e^{-|\delta|/\ell}/2\ell$, with $\langle|\delta|\rangle=\ell$, $\langle|\delta|^3\rangle=6\ell^3$ and conditional risk $\tfrac12e^{-|\Delta|/\ell}$. For $p=N(\mu,\tau^2)$, differentiating twice gives $p''(0)/p(0)=\mu^2/\tau^4-1/\tau^2$, which is $-\tfrac34\tau^{-2}$ at $\mu=\tau/2$. The expansion predicts $R/[p(0)\ell]-1\approx-\tfrac34(\ell/\tau)^2$. Quadrature of $\int p(\Delta)\tfrac12e^{-|\Delta|/\ell}d\Delta$ gives $-0.00735$ at $\ell=10$ and $-0.00187$ at $\ell=5$, close to that term and falling by nearly a factor of four when $\ell$ is halved.

The Gaussian rates of six or seven percent are far below the 22 percent risk of ABC, because most candidates of such a population lie far from the hull. A small population rate gives no assurance for a candidate selected because it is close to the hull.

### The risk attached to a computed value

In practice $\hat\Delta$ is known and $\Delta$ is not. Bayes' rule gives $p(\Delta\mid\hat\Delta)\propto p(\Delta)\exp[-(\hat\Delta-\Delta)^2/2\sigma_\Delta^2]$ for unbiased Gaussian errors. With $p=N(\mu,\tau^2)$ the exponent is $-\tfrac12Q$, where
$$Q=\frac{(\Delta-\mu)^2}{\tau^2}+\frac{(\Delta-\hat\Delta)^2}{\sigma_\Delta^2}=\Delta^2\Big(\frac1{\tau^2}+\frac1{\sigma_\Delta^2}\Big)-2\Delta\Big(\frac\mu{\tau^2}+\frac{\hat\Delta}{\sigma_\Delta^2}\Big)+\text{const}.$$
Matching this to $(\Delta-M)^2/S^2+\text{const}$ gives $1/S^2$ as the first bracket and $M/S^2$ as the second:
$$S^2=\frac{\sigma_\Delta^2\tau^2}{\sigma_\Delta^2+\tau^2},\qquad M=\frac{\mu\sigma_\Delta^2+\hat\Delta\,\tau^2}{\sigma_\Delta^2+\tau^2},\qquad P(\Delta>0\mid\hat\Delta)=\Phi(M/S).$$

Limits. For $\tau\to\infty$, $M\to\hat\Delta$, $S\to\sigma_\Delta$, and the risk is $\Phi(-|\hat\Delta|/\sigma_\Delta)$, the earlier formula with the computed value in place of the true one. That replacement is justified when the prior is flat on the scale of $\sigma_\Delta$ around $\hat\Delta$; for other priors the risk in general differs and has to be computed from the posterior. For $\sigma_\Delta\to\infty$ the posterior is the prior. For $\mu=0$, $M/S=(\hat\Delta/\sigma_\Delta)/\sqrt{1+\sigma_\Delta^2/\tau^2}$, smaller in magnitude than $\hat\Delta/\sigma_\Delta$, so the risk exceeds the flat-prior value.

For a computed $\hat\Delta=-18$, $\sigma_\Delta^2=20^2\times1.36$ and $\tau=100$, one finds $S=23.324\times100/\sqrt{23.324^2+100^2}=22.71$. With $\mu=0$, $M=-18\times100^2/(23.324^2+100^2)=-17.07$ and the risk is $\Phi(-17.07/22.71)=0.226$. With $\mu=50$ the numerator gains $50\times23.324^2$, $M=-14.49$, and the risk is 0.262. The flat-prior value is 0.220. When the prior is shifted toward instability, a larger share of the computed values at $-18$, here 0.262 in place of 0.226, come from unstable compounds pushed down by their error.

## 9. Choosing the level of theory

To hold the risk for a given true $\Delta$ below $p_0$, the one-facet formula requires $\sigma_\Delta\le|\Delta|/z$ with $\Phi(-z)=p_0$, or, for independent equal residuals,
$$\sigma\le\frac{|\Delta|}{z\sqrt{1+\sum_i w_i^2}} .$$
By section 7 this is necessary for a stable compound and sufficient for an unstable one. For $p_0=0.05$, $z=1.6449$ and $\sigma\le18/(1.6449\sqrt{1.36})=9.38$ meV/atom. Solving $1-P_s^{(2)}(\sigma)=0.05$ by Brent's root-finding method, with the integral done by quadrature, gives 9.37. The two values are this close because $\theta\propto\sigma$: cutting $\sigma$ from 20 to about 9.4 more than doubles $\alpha$, and the bias is bounded by $\theta\varphi(\alpha)/\alpha^2$. The requirement is on the residual only. The elemental shift of 100 meV/atom does not appear as long as all phases are computed at one level.

When effort can be divided among phases, suppose that the errors are independent and that the variance of phase $a$ falls as $\sigma_a^2=A_a/C_a$ with its cost $C_a$, and that $\sum_aC_a=C$ is fixed. This law describes the statistical error of a stochastic method such as quantum Monte Carlo and not its systematic error. On one facet $\sigma_\Delta^2=\sum_av_a^2A_a/C_a$, with the sum over the compound and the phases of the facet. The Cauchy–Schwarz inequality gives
$$\Big(\sum_a|v_a|\sqrt{A_a}\Big)^2=\Big(\sum_a|v_a|\sqrt{A_a/C_a}\,\sqrt{C_a}\Big)^2\le\sigma_\Delta^2\,C ,$$
with equality when $|v_a|\sqrt{A_a/C_a}$ is proportional to $\sqrt{C_a}$. The optimum is therefore
$$C_a=C\,\frac{|v_a|\sqrt{A_a}}{\sum_{a'}|v_{a'}|\sqrt{A_{a'}}},\qquad \sigma_{\Delta,\min}^2=\frac1C\Big(\sum_a|v_a|\sqrt{A_a}\Big)^2 .$$
For equal $A_a=A$, the sum $\sum_a|v_a|=1+\sum_i w_i=2$ for every facet, so half of the budget goes to the compound, a share $w_i/2$ to each product, and $\sigma_{\Delta,\min}^2=4A/C$ whatever the geometry.

Limit. For one competitor the shares are equal, $\sigma_\Delta^2=2A/(C/2)=4A/C$, and nothing is gained over equal division.

On facet 1 the shares are 0.5 for ABC, 0.2 for A₂C, 0.2 for BC and 0.1 for AB₂. Fix the budget so that equal shares give each of the four phases the standard deviation 20, that is $A/(C/4)=20^2$. Equal shares then give 23.32, and the optimum gives $\sqrt{4A/C}=20.00$ meV/atom. This optimum belongs to the one-facet variance. It assigns nothing to the element A, which has zero weight on facet 1 but weight $\tfrac13$ on facet 2, and under the law $\sigma_a^2=A_a/C_a$ zero effort leaves the error of A unbounded. Even with a residual of 20 on every phase, A included, facet 2 wins in about one case out of six (section 6). Taken literally, the rule makes $\theta_k$ infinite for every facet that contains a phase outside facet 1. In the model, facets 2, 3 and 4 each contain a single element, A, B and C respectively, so with unbounded errors on the elements the verdict "stable" requires all three errors to be positive, and $P_s\to\Phi(h_1)/8$ with $\sigma_1=20$. The risk for the stable ABC then rises to $1-\Phi(18/20)/8=0.90$, while the risk for the unstable ABC falls to $\Phi(-22/20)/8=0.017$, only because nearly every compound is now called unstable. Minimizing $P_s$ for an unstable compound is therefore no guide to the budget. Since the sign of $\Delta$ is not known in advance, the phases outside facet 1 must receive a share. The rule can serve as an approximation for the rest of the budget when a small share already makes $g_k/\theta_k$ large for all $k\ge2$; otherwise the quantity to minimize must count both kinds of error, for instance $1-P_s$ for stable and $P_s$ for unstable true values averaged over a prior for $\Delta$, with $P_s$ the orthant probability of section 7.

## 10. Where the treatment stops

The formula $\hat\Delta=\max_kY_k$ is exact for the listed phases. A competitor missing from the list removes facets from the maximum, so the $\Delta$ obtained is less than or equal to the one with the full list. That error favours stability, opposite in sign to the switching bias, and no covariance matrix of the listed phases contains it.

The fixed list of weights rests on line compounds. For a solution phase, or a free energy that curves with composition, the tangent compositions move with the energies, the list of facets becomes a continuum, and the weights themselves respond to the errors. The pointwise inequality survives, because the true optimal mixture remains an allowed mixture, so the computed value is still at least the value on that mixture. The finite orthant formula does not survive. At finite temperature with line compounds, free energies replace the energies of all phases, and $m$ and $\Sigma$ must describe the errors of those free energies; the equations keep their form.

The results of section 4, the means, variances and cancellations of section 5, the sign of the bias, the direction of the bounds and the leading population rate use no Gaussian assumption. The one-facet probabilities written with $\Phi$, the Clark moments, the orthant integral, the neglect of distant facets, the arctangent law and the posterior do. They also take $m$ and $\Sigma$ as known. Since $\sigma_\Delta^2$ contains the covariances with both signs, an estimate of it from errors of single phases, with the covariances dropped, can be wrong in either direction. It is too high when the negative compound–product terms dominate, as with 27.46 against 23.32 for formation energies. It is too low when only the products are correlated and their correlation is positive, as for the exact compound, where the remaining covariances $s^2\,x_i\cdot x_j$ among the products of facet 1 are positive and enter with a plus sign.
